# Noise strength and the Boltzmann distribution in Langevin dynamics: test program

```python
# Result under test: the Langevin equations
#   dx/dt = p/m,   dp/dt = -V'(x) - gamma*p + R(t),   <R(t)R(t')> = B*delta(t-t')
# leave exp(-(p^2/2m + V)/kT) stationary if and only if B = 2*m*gamma*kT.
# m mass, gamma friction rate, B noise strength, kT thermal energy, V potential.
# Numerical units: eV, angstrom, fs; hence mass in eV fs^2/A^2, momentum in
# eV fs/A and noise strength in eV^2 fs/A^2.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov

mass, gamma, kT = 1000.0, 0.01, 0.05
k2, k3, k4 = 1.0, 0.5, 0.5
B_match = 2 * mass * gamma * kT


def potential(x):
    return k2 * x**2 / 2 - k3 * x**3 + k4 * x**4


def force(x):
    return -x * (k2 + x * (-3 * k3 + 4 * k4 * x))


# --- Symbolic insertion of the Boltzmann density, arbitrary potential ---
X, P = sp.symbols("x p", real=True)
M, G, T, B = sp.symbols("m gamma T B", positive=True)


def fokker_planck(rho, V, m, g, b):
    return (-P / m * sp.diff(rho, X)
            + sp.diff((sp.diff(V, X) + g * P) * rho, P)
            + b * sp.diff(rho, P, 2) / 2)


V_any = sp.Function("V")(X)
boltz = sp.exp(-(P**2 / (2 * M) + V_any) / T)
relative_rate = sp.simplify(fokker_planck(boltz, V_any, M, G, B) / boltz)
claimed = (G - B / (2 * M * T)) * (1 - P**2 / (M * T))
assert sp.simplify(relative_rate - claimed) == 0

# --- Two particles, arbitrary coupling, unknown noise matrix ---
q = sp.symbols("x1 x2", real=True)
pp = sp.symbols("p1 p2", real=True)
mm = sp.symbols("m1 m2", positive=True)
gg = sp.symbols("g1 g2", positive=True)
b11, b12, b22 = sp.symbols("b11 b12 b22", real=True)
noise = [[b11, b12], [b12, b22]]
U = sp.Function("U")(*q)
rho2 = sp.exp(-(pp[0]**2 / (2 * mm[0]) + pp[1]**2 / (2 * mm[1]) + U) / T)
rhs = 0
for i in range(2):
    rhs += -pp[i] / mm[i] * sp.diff(rho2, q[i])
    rhs += sp.diff((sp.diff(U, q[i]) + gg[i] * pp[i]) * rho2, pp[i])
    for j in range(2):
        rhs += noise[i][j] * sp.diff(rho2, pp[i], pp[j]) / 2
ratio = sp.expand(sp.simplify(rhs / rho2))
equations = sp.Poly(ratio, *pp).coeffs()
found = sp.solve(equations, [b11, b12, b22], dict=True)
assert len(found) == 1
assert sp.simplify(found[0][b11] - 2 * mm[0] * gg[0] * T) == 0
assert sp.simplify(found[0][b22] - 2 * mm[1] * gg[1] * T) == 0
assert sp.simplify(found[0][b12]) == 0

# --- Average change of f(x,p) in one short noisy step, against the generator ---
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
tiny = 1e-3
x0, p0 = 0.2, 10.0


def step_rate(f):
    x1 = x0 + tiny * p0 / mass
    p1 = (p0 + tiny * (force(x0) - gamma * p0)
          + np.sqrt(B_match * tiny) * nodes)
    return np.sum(weights * (f(x1, p1) - f(x0, p0))) / tiny


def generator(f):
    V = potential(X)
    return (P / mass * sp.diff(f, X)
            - (sp.diff(V, X) + gamma * P) * sp.diff(f, P)
            + B_match * sp.diff(f, P, 2) / 2)


f_wave = sp.sin(2 * X + P / 6)
wave_rate = float(generator(f_wave).subs({X: x0, P: p0}))
assert abs(step_rate(lambda x, p: np.sin(2 * x + p / 6)) - wave_rate) < 1e-5
energy_rate = step_rate(lambda x, p: p**2 / (2 * mass) + potential(x))
energy_formula = B_match / (2 * mass) - gamma * p0**2 / mass
assert abs(energy_rate - energy_formula) < 1e-6

# --- Integration by parts, on a displaced and correlated density ---
u, w = (X - 0.1) / 0.2, (P - 2) / 6
rho_test = sp.exp(-(u**2 + w**2 - 0.6 * u * w) / 2)
left = sp.lambdify((X, P), rho_test * generator(f_wave), "numpy")
right = sp.lambdify((X, P), f_wave * fokker_planck(
    rho_test, potential(X), mass, gamma, B_match), "numpy")
norm = sp.lambdify((X, P), rho_test, "numpy")
gx, gp = np.meshgrid(np.linspace(-1.9, 2.1, 241),
                     np.linspace(-58, 62, 241), indexing="ij")
total = norm(gx, gp).sum()
side_f = left(gx, gp).sum() / total
side_rho = right(gx, gp).sum() / total
assert abs(side_f) > 1e-5 and abs(side_f - side_rho) < 1e-9


# --- Boltzmann momentum density pushed through one short noisy step (V = 0) ---
def density_rate(p, b):
    before = np.exp(-p**2 / (2 * mass * kT))
    shrink = 1 - gamma * tiny
    origin = (p - np.sqrt(b * tiny) * nodes) / shrink
    after = np.sum(weights * np.exp(-origin**2 / (2 * mass * kT))) / shrink
    return (after / before - 1) / tiny


p_thermal = np.sqrt(mass * kT)
for factor in (0.5, 1.0, 2.0):
    for p in (0.0, p_thermal, 2 * p_thermal):
        b = factor * B_match
        formula = (gamma - b / (2 * mass * kT)) * (1 - p**2 / (mass * kT))
        assert abs(density_rate(p, b) - formula) < 2e-6
rate_center = density_rate(0.0, B_match / 2)
rate_tail = density_rate(2 * p_thermal, B_match / 2)

# --- Direct simulation from rest; the integrator knows B but no temperature ---
dt, walkers, settle, measure = 2.0, 30000, 750, 1000


def simulate(b, seed):
    rng = np.random.default_rng(seed)
    x, p = np.zeros(walkers), np.zeros(walkers)
    half = gamma * dt / 2
    sums, count = np.zeros(5), 0
    for n in range(settle + measure):
        x += dt / (2 * mass) * p
        kick = dt * force(x) + np.sqrt(b * dt) * rng.standard_normal(walkers)
        p = ((1 - half) * p + kick) / (1 + half)
        x += dt / (2 * mass) * p
        if n >= settle and n % 5 == 0:
            xx, p2 = x * x, p * p
            sums += [x.mean(), xx.mean(), p2.mean(),
                     (p2 * p2).mean(), (xx * p2).mean()]
            count += 1
    return sums / count


def boltzmann_moments(temp):
    z = [quad(lambda x: x**n * np.exp(-potential(x) / temp), -3, 3,
              points=[0.0], epsabs=1e-12)[0] for n in range(3)]
    return z[1] / z[0], z[2] / z[0]


target = boltzmann_moments(kT)
results = []
for seed, factor in enumerate((0.5, 1.0, 2.0)):
    b = factor * B_match
    mx, mxx, mp2, mp4, mxp = simulate(b, 100 + seed)
    t_eff = b / (2 * mass * gamma)
    bx, bxx = boltzmann_moments(t_eff)
    # Tolerances: several times the sampling error plus the time-step error.
    assert abs(mp2 / mass / t_eff - 1) < 0.02
    assert abs(mx - bx) < 0.004
    assert abs(mxx / bxx - 1) < 0.025
    assert abs(mp4 / (3 * mp2**2) - 1) < 0.025
    assert abs(mxp / (mxx * mp2) - 1) < 0.03
    if factor != 1.0:
        assert abs(mp2 / mass / kT - 1) > 0.3
        assert abs(mxx / target[1] - 1) > 0.2
    results.append((factor, b, t_eff, mp2 / mass, mx, bx, mxx, bxx))

# --- Two coupled oscillators: stationary covariance from linear algebra ---
masses = np.array([1000.0, 4000.0])
springs = np.array([[2.0, -1.0], [-1.0, 2.0]])
drift = np.block([[np.zeros((2, 2)), np.diag(1 / masses)],
                  [-springs, -gamma * np.eye(2)]])


def covariance(b_pair):
    source = np.diag([0.0, 0.0, b_pair[0], b_pair[1]])
    return solve_continuous_lyapunov(drift, -source)


b_scaled = 2 * masses * gamma * kT
cov_good = covariance(b_scaled)
expected = np.zeros((4, 4))
expected[:2, :2] = kT * np.linalg.inv(springs)
expected[2:, 2:] = np.diag(masses * kT)
assert np.allclose(cov_good, expected, rtol=1e-7, atol=1e-7)
cov_bad = covariance([B_match, B_match])
t_good = np.diag(cov_good)[2:] / masses
t_bad = np.diag(cov_bad)[2:] / masses
assert abs(t_bad[0] / t_bad[1] - 1) > 0.1

# --- Main result in atomic units, from separately converted factors ---
eV, ang, fs = const.e, const.angstrom, const.femto
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
t_au = const.hbar / hartree
B_au = B_match * (eV / ang)**2 * fs / ((hartree / bohr)**2 * t_au)
m_au = mass * eV * fs**2 / ang**2 / const.m_e
B_from_factors = 2 * m_au * (gamma / fs * t_au) * (kT * eV / hartree)
assert abs(B_au / B_from_factors - 1) < 1e-6

print(f"mass m = {mass:.0f} eV fs^2/A^2")
print(f"friction rate gamma = {gamma:.3f} 1/fs")
print(f"thermal energy kT = {kT:.3f} eV")
print(f"potential: quadratic coefficient = {k2 / 2:.2f} eV/A^2")
print(f"potential: cubic coefficient = {-k3:.2f} eV/A^3")
print(f"potential: quartic coefficient = {k4:.2f} eV/A^4")
print(f"required noise strength B = {B_match:.4f} eV^2 fs/A^2")
print(f"required noise strength B = {B_au:.6f} atomic units")
print(f"thermal momentum sqrt(m kT) = {p_thermal:.3f} eV fs/A")
print(f"time step = {dt:.1f} fs")
print(f"random impulse per step, rms = {np.sqrt(B_match * dt):.3f} eV fs/A")
print(f"walkers = {walkers}, settling time = {settle * dt:.0f} fs, "
      f"measuring time = {measure * dt:.0f} fs")
print("Boltzmann density under half noise, relative rate of change:")
print(f"  at p = 0: {rate_center:.5f} 1/fs")
print(f"  at p = 2 sqrt(m kT): {rate_tail:.5f} 1/fs")
for factor, b, t_eff, t_kin, mx, bx, mxx, bxx in results:
    print(f"noise factor {factor:.1f}: B = {b:.3f} eV^2 fs/A^2")
    print(f"  kT' = B/(2 m gamma) = {t_eff:.4f} eV")
    print(f"  simulated <p^2>/m = {t_kin:.4f} eV")
    print(f"  <x>: simulated {mx:.4f} A, Boltzmann at kT' {bx:.4f} A")
    print(f"  <x^2>: simulated {mxx:.4f} A^2, "
          f"Boltzmann at kT' {bxx:.4f} A^2")
print(f"heating power B/(2m), matched noise = {B_match/(2*mass):.3e} eV/fs")
print(f"cooling power gamma <p^2>/m, simulated = "
      f"{gamma * results[1][3]:.3e} eV/fs")
print(f"coupled oscillators: masses = {masses[0]:.0f}, "
      f"{masses[1]:.0f} eV fs^2/A^2")
print(f"  spring matrix: diagonal {springs[0, 0]:.1f}, "
      f"off-diagonal {springs[0, 1]:.1f} eV/A^2")
print(f"  scaled noise B1, B2 = {b_scaled[0]:.3f}, "
      f"{b_scaled[1]:.3f} eV^2 fs/A^2")
print(f"  scaled noise: <p^2>/m = {t_good[0]:.4f}, {t_good[1]:.4f} eV")
print(f"  equal noise B1 = B2 = {B_match:.3f} eV^2 fs/A^2")
print(f"  equal noise: <p^2>/m = {t_bad[0]:.4f}, {t_bad[1]:.4f} eV")
print("no test failed")
```

Running it gives:

```
mass m = 1000 eV fs^2/A^2
friction rate gamma = 0.010 1/fs
thermal energy kT = 0.050 eV
potential: quadratic coefficient = 0.50 eV/A^2
potential: cubic coefficient = -0.50 eV/A^3
potential: quartic coefficient = 0.50 eV/A^4
required noise strength B = 1.0000 eV^2 fs/A^2
required noise strength B = 0.015635 atomic units
thermal momentum sqrt(m kT) = 7.071 eV fs/A
time step = 2.0 fs
random impulse per step, rms = 1.414 eV fs/A
walkers = 30000, settling time = 1500 fs, measuring time = 2000 fs
Boltzmann density under half noise, relative rate of change:
  at p = 0: 0.00500 1/fs
  at p = 2 sqrt(m kT): -0.01500 1/fs
noise factor 0.5: B = 0.500 eV^2 fs/A^2
  kT' = B/(2 m gamma) = 0.0250 eV
  simulated <p^2>/m = 0.0251 eV
  <x>: simulated 0.0318 A, Boltzmann at kT' 0.0318 A
  <x^2>: simulated 0.0262 A^2, Boltzmann at kT' 0.0261 A^2
noise factor 1.0: B = 1.000 eV^2 fs/A^2
  kT' = B/(2 m gamma) = 0.0500 eV
  simulated <p^2>/m = 0.0501 eV
  <x>: simulated 0.0536 A, Boltzmann at kT' 0.0537 A
  <x^2>: simulated 0.0506 A^2, Boltzmann at kT' 0.0506 A^2
noise factor 2.0: B = 2.000 eV^2 fs/A^2
  kT' = B/(2 m gamma) = 0.1000 eV
  simulated <p^2>/m = 0.1003 eV
  <x>: simulated 0.0818 A, Boltzmann at kT' 0.0818 A
  <x^2>: simulated 0.0921 A^2, Boltzmann at kT' 0.0920 A^2
heating power B/(2m), matched noise = 5.000e-04 eV/fs
cooling power gamma <p^2>/m, simulated = 5.008e-04 eV/fs
coupled oscillators: masses = 1000, 4000 eV fs^2/A^2
  spring matrix: diagonal 2.0, off-diagonal -1.0 eV/A^2
  scaled noise B1, B2 = 1.000, 4.000 eV^2 fs/A^2
  scaled noise: <p^2>/m = 0.0500, 0.0500 eV
  equal noise B1 = B2 = 1.000 eV^2 fs/A^2
  equal noise: <p^2>/m = 0.0450, 0.0175 eV
no test failed
```
